# The Plasma-Frequency Double Integral for Dispersion from a Charge-Conserving Local Response

## 1. The failure to be repaired

A semilocal correlation functional integrates a function of the density and its gradient at one point. For two fragments whose densities do not overlap, this integral is the sum of the two separate integrals. The functional therefore gives no correlation attraction between them, at any distance.

An obvious repair lets each point of one fragment respond to the potential at that same point, $\delta n(\mathbf r)=-f(\mathbf r)\,V(\mathbf r)$. This fails in the opposite way. A constant potential then creates charge, the fragments acquire fluctuating monopoles, and the energy falls as $R^{-2}$ with their separation $R$ (Section 4). For finite fragments, each holding a fixed number of electrons and separated by much more than their size, the dispersion energy without retardation falls as $R^{-6}$: the monopoles cannot fluctuate, so the leading coupling is dipole–dipole.

A local response that conserves charge cures both faults and leads to

$$
E=-\frac{3}{32\pi^2}\int_A d^3r_1\int_B d^3r_2\;
\frac{\omega_1\omega_2}{\omega_1+\omega_2}\,\frac{1}{r^6},
\qquad \omega_i=\sqrt{4\pi n(\mathbf r_i)} .
\tag{1}
$$

Here $\mathbf r=\mathbf r_1-\mathbf r_2$, $r=|\mathbf r|$, and $n$ is the ground-state electron density. Atomic units are used, so $\hbar=m=e=1$. In Gaussian units the right side of (1) gains a factor $\hbar$, and $\omega^2=4\pi ne^2/m$.

Charge conservation fixes the dipolar character of (1) but not its frequencies. These come from a further approximation, local depolarization, introduced in Section 5.

## 2. Assumptions

- The densities of $A$ and $B$ do not overlap.
- The Coulomb interaction is instantaneous.
- The interaction between the fragments is treated to second order.
- Only the dispersion part is kept, in which both fragments are excited. Permanent electrostatics and induction are separate terms.

Equation (1) counts each pair once, with one point in $A$ and one in $B$. It is not a complete correlation functional: if the densities touch or overlap where both are finite, the factor $r^{-6}$ makes it diverge.

## 3. The energy in terms of density responses

Let $\Omega_a$ be the excitation energies of $A$, and $\rho_a(\mathbf r)=\langle a|\hat n(\mathbf r)|0\rangle$ its transition densities, taken real. Index $b$ does the same for $B$. With $v=1/|\mathbf r-\mathbf r'|$, second-order perturbation theory gives

$$
E=-\sum_{ab}\frac{M_{ab}^2}{\Omega_a+\Omega_b},\qquad
M_{ab}=\int\!\!\int\rho_a(\mathbf r)\,v\,\rho_b(\mathbf r')\,d^3r\,d^3r'.
\tag{2}
$$

The denominator ties the fragments together. Partial fractions separate them. For positive $p\neq q$,

$$
\int_0^\infty\!\frac{pq\,du}{(p^2+u^2)(q^2+u^2)}
=\frac{pq}{q^2-p^2}\left(\frac{\pi}{2p}-\frac{\pi}{2q}\right)
=\frac{\pi}{2(p+q)},
\tag{3}
$$

and the case $p=q$ follows by continuity.

The factors in this integrand belong to responses at imaginary frequency. Apply to one fragment a potential energy $V(\mathbf r)e^{ut}$, which is the time dependence $e^{-i\omega t}$ at $\omega=iu$. The first-order amplitude of state $a$, relative to the ground state, obeys $i\dot c_a=\Omega_ac_a+V_ae^{ut}$, with $V_a=\int\rho_aV\,d^3r$. Hence $c_a=-V_ae^{ut}/(\Omega_a-iu)$. The induced density is $\sum_a\rho_a(c_a+c_a^*)$, so the response function defined by $\delta n=\chi V$ is

$$
\chi(\mathbf r,\mathbf r',iu)=-\sum_a\frac{2\Omega_a}{\Omega_a^2+u^2}\,\rho_a(\mathbf r)\rho_a(\mathbf r').
\tag{4}
$$

Let $\mathrm{Tr}$ denote integration over all four positions. The two minus signs cancel, and (3) gives

$$
\int_0^\infty\!du\,\mathrm{Tr}[\chi_Av\chi_Bv]
=4\sum_{ab}M_{ab}^2\,\frac{\pi}{2(\Omega_a+\Omega_b)}
=2\pi\sum_{ab}\frac{M_{ab}^2}{\Omega_a+\Omega_b}.
$$

Comparison with (2) yields

$$
E=-\frac1{2\pi}\int_0^\infty du\,\mathrm{Tr}[\chi_Av\chi_Bv].
\tag{5}
$$

No model of the fragments has entered so far.

## 4. What charge conservation requires

A displacement field $\mathbf x(\mathbf r)$ of the electrons carries the density $n\mathbf x$ across a unit area. To first order, continuity gives

$$
\delta n=-\nabla\cdot(n\mathbf x).
\tag{6}
$$

Its integral over a finite fragment vanishes because $n$ vanishes outside. If $\mathbf x$ is driven by the gradient of the potential, a constant potential also induces nothing. A response built in this way has one derivative on each of its two arguments.

The response $\chi=-f(\mathbf r)\delta(\mathbf r-\mathbf r')$ has neither derivative. Inserted in (5), it gives

$$
E=-\frac1{2\pi}\int_0^\infty du\int_A\int_B\frac{f_A(\mathbf r_1)f_B(\mathbf r_2)}{r^2}\,d^3r_1\,d^3r_2,
$$

which is the false $R^{-2}$ law.

## 5. The local plasma response

In an external potential energy $V$, the induced density produces the further potential energy $V_H=\int v\,\delta n\,d^3r'$. Newton's law for growth as $e^{ut}$ reads

$$
u^2\mathbf x=-\nabla V-\nabla V_H .
\tag{7}
$$

The model omits changes of pressure, of exchange and correlation forces, and of the static force on a displaced electron.

**High frequency.** For large $u$ the electrons hardly move, $V_H$ becomes negligible, and (6) and (7) give $\chi V\to\nabla\cdot(n\nabla V)/u^2$. This limit also holds for the full quantum system with local potentials. To see this, take a real function $g$, set $\hat g=\sum_kg(\mathbf r_k)$, and let $g_a=\int\rho_ag\,d^3r$. The kinetic energy gives $[\hat g,[\hat H,\hat g]]=\sum_k|\nabla g(\mathbf r_k)|^2$. The ground-state average of the same double commutator is $2\sum_a\Omega_ag_a^2$. Equation (4) at large $u$ then yields

$$
\int\!\!\int g\,\chi\,g\;\to\;-\frac{2}{u^2}\sum_a\Omega_ag_a^2
=-\frac1{u^2}\int n|\nabla g|^2d^3r ,
$$

which equals $\int g\,\nabla\cdot(n\nabla g)\,d^3r/u^2$ after integration by parts. This is the f-sum rule in local form.

**Local depolarization.** Poisson's equation is $\nabla^2V_H=-4\pi\,\delta n=4\pi\nabla\cdot(n\mathbf x)$, or

$$
\nabla\cdot(\nabla V_H-4\pi n\mathbf x)=0 .
\tag{8}
$$

The bracket has no divergence, but it need not vanish. The approximation sets it to zero at each point:

$$
\nabla V_H=4\pi n\mathbf x=\omega^2\mathbf x\, .
\tag{9}
$$

The displaced electrons then feel a restoring force with the local plasma frequency. From (7), $(u^2+\omega^2)\mathbf x=-\nabla V$. Multiplying by $n$ and using (6),

$$
\delta n=\nabla\cdot(\alpha\nabla V),\qquad
\alpha(\mathbf r,iu)=\frac{n}{\omega^2+u^2}
=\frac1{4\pi}\frac{\omega^2}{\omega^2+u^2}.
\tag{10}
$$

The function $\alpha$ is a polarizability per volume. Equation (10) conserves charge and has the correct high-frequency limit. As a kernel it is $\chi=-\nabla\cdot\nabla'[\alpha(\mathbf r)\delta(\mathbf r-\mathbf r')]$. For implementation the weak form is more useful:

$$
\int\!\!\int g(\mathbf r)\chi(\mathbf r,\mathbf r')h(\mathbf r')\,d^3r\,d^3r'
=-\int\alpha\,\nabla g\cdot\nabla h\,d^3r .
\tag{11}
$$

Any cutoff should multiply $\alpha$ in (11). Charge conservation then survives, even if $\alpha$ jumps to zero at a surface. Multiplying $\delta n$ itself by a cutoff would in general destroy it.

**Where (9) holds and where it fails.** Suppose that the density and the potential vary along $z$ alone. Then (8) says that $dV_H/dz-4\pi nx_z$ is constant. Outside a neutral slab the density vanishes, and so does the induced field, because the charges of the parallel sheets sum to zero. The constant is zero, and (9) is exact within model (7). This does not make (1) exact for two slabs, because the potentials entering (5) also vary in the plane. For two equal uniform half-spaces, (1) gives about 0.35 of the second-order energy of model (7). For thin slabs at a large gap $D$ it falls as $D^{-4}$, whereas model (7) gives $D^{-5/2}$.

A uniform sphere of radius $a$ shows the failure. With $\phi=V+V_H$, model (7) without approximation (9) gives $\nabla\cdot(\epsilon\nabla\phi)=\nabla^2V=0$ for a uniform applied field, where $\epsilon=1+\omega^2/u^2$ inside. For $V=Fz$, put $\phi=Cz$ inside and $\phi=Fz(1-\beta/r_0^3)$ outside, with $r_0$ the distance from the centre and $\beta$ the polarizability. Continuity of $\phi$ and of $\epsilon\,\partial\phi/\partial r_0$ requires

$$
C=F\left(1-\frac{\beta}{a^3}\right),\qquad
\epsilon C=F\left(1+\frac{2\beta}{a^3}\right).
$$

Eliminating $C$,

$$
\beta=a^3\,\frac{\epsilon-1}{\epsilon+2}
=a^3\,\frac{\omega^2/3}{\omega^2/3+u^2}.
$$

The resonance lies at $\omega/\sqrt3$ and the static polarizability is $a^3$. Integrating (10) over the sphere instead gives $(a^3/3)\,\omega^2/(\omega^2+u^2)$. The two agree at large $u$, as the sum rule demands, but the local static value is too small by a factor of three. Section 7 gives the consequence for the dispersion energy.

## 6. From the response to the double integral

Insert (10) into (5) and use (11) twice. On $A$ the functions $g$ and $h$ are the two Coulomb factors, seen as functions of $\mathbf r_1$. On $B$ they are what remains, seen as functions of $\mathbf r_2$. Each use brings one minus sign, so

$$
\mathrm{Tr}[\chi_Av\chi_Bv]=\int_A\int_B\alpha_1\alpha_2\sum_{ij}T_{ij}^2\,d^3r_1d^3r_2,
$$

$$
T_{ij}=\frac{\partial}{\partial r_{1i}}\frac{\partial}{\partial r_{2j}}\frac1r
=\frac{\delta_{ij}}{r^3}-\frac{3r_ir_j}{r^5}.
$$

This is the coupling between two dipoles. Squaring and summing gives

$$
\sum_{ij}T_{ij}^2=\frac{3-6+9}{r^6}=\frac6{r^6}.
$$

With the prefactor of (5),

$$
E=-\frac3\pi\int_0^\infty du\int_A\int_B\frac{\alpha_1(iu)\alpha_2(iu)}{r^6}\,d^3r_1d^3r_2 .
\tag{12}
$$

For the frequency integral, take one factor $\omega_1\omega_2$ outside and apply (3) to the rest:

$$
\int_0^\infty\alpha_1\alpha_2\,du
=\frac{\omega_1\omega_2}{16\pi^2}\cdot\frac{\pi}{2(\omega_1+\omega_2)}
=\frac1{32\pi}\,\frac{\omega_1\omega_2}{\omega_1+\omega_2}.
$$

Multiplication by $-3/\pi$ gives (1). Each volume element acts as an oscillator with static polarizability $d^3r/4\pi$ and frequency $\omega(\mathbf r)$.

The role of (9) can now be isolated. If the local frequency were some other $\Omega(\mathbf r)$, conservation and the sum rule would still allow $\alpha=n/(\Omega^2+u^2)$. Since (3) divided by $pq$ gives $\pi/[2pq(p+q)]$, the energy would be

$$
E=-\frac32\int_A\int_B\frac{n_1n_2}{\Omega_1\Omega_2(\Omega_1+\Omega_2)}\,\frac{d^3r_1d^3r_2}{r^6}.
$$

Setting $\Omega=\omega$ and $n=\omega^2/4\pi$ restores (1).

## 7. Large separation and the density tail

When $R$ is much larger than both fragments, $r^{-6}$ may be replaced by $R^{-6}$. Then $E\to-C_6/R^6$, with

$$
C_6=\frac3{32\pi^2}\int_A\int_B\frac{\omega_1\omega_2}{\omega_1+\omega_2}\,d^3r_1d^3r_2 .
\tag{13}
$$

For two equal bodies, each with a single resonance $w$ and static polarizability $\alpha_0$, the same frequency integral gives $C_6=\tfrac34\alpha_0^2w$. The uniform spheres of Section 5 therefore have

$$
\frac{C_6^{\text{local}}}{C_6^{\text{full}}}
=\frac{(a^3/3)^2\,\omega}{(a^3)^2\,\omega/\sqrt3}=\frac{\sqrt3}{9}\approx0.19 .
$$

Local depolarization alone can thus cost a factor of about five.

The tail of an atom causes an opposite error. At $u=0$, (10) gives $\alpha=1/4\pi$ wherever there is any density, however small, so the static polarizability of an atom is infinite. $C_6$ stays finite for an exponential tail. Indeed $\omega_1\omega_2/(\omega_1+\omega_2)$ is at most $\tfrac12\sqrt{\omega_1\omega_2}$, and $\int\sqrt{\omega}\,d^3r$ converges. The dilute tail is nevertheless treated as a plasma, which it is not.

A supplementary rule removes it. The length $\ell=v_F/\omega$, where $v_F=(3\pi^2n)^{1/3}$ is the local Fermi velocity, is $\sqrt3$ times the Thomas–Fermi screening length. It should change by less than itself over a distance $\ell$, that is $|\nabla\ell|<1$. Since $\ell\propto n^{-1/6}$, one has $|\nabla\ell|=\ell\,|\nabla n|/(6n)$. The rule is lenient: it allows $|\nabla n|/n$ up to $6/\ell$, so the density itself need not vary slowly on $\ell$. For a spherical atom, keep the region inside the outermost radius $r_c$ at which

$$
\frac{|\nabla n|}{6n}=\frac{\omega}{v_F}.
\tag{14}
$$

In an exponential tail the left side is constant while the right side falls as $n^{1/6}$, so the condition for keeping a point eventually fails. The number 6 comes from the exponent $1/6$ together with the threshold $|\nabla\ell|=1$. That threshold is a choice; nothing in the derivation of (1) determines it.

## 8. Radial formulas for spherical atoms

The angular integrals in (13) give $(4\pi)^2$, and $(4\pi)^2\cdot3/(32\pi^2)=3/2$. Hence

$$
C_6=\frac32\int_0^{r_c}\!\!\int_0^{r_c}
\frac{\omega(s_1)\omega(s_2)}{\omega(s_1)+\omega(s_2)}\,s_1^2s_2^2\,ds_1ds_2,
\qquad
\alpha_0=\frac{r_c^3}{3},
\tag{15}
$$

for two equal atoms. The substitution $s=r_ct^2$ concentrates quadrature points near the nucleus. Where either density is zero, the kernel must be set to zero to avoid $0/0$.

At finite $R$, $r^{-6}$ must be averaged over two spherical shells. For a point at distance $d$ from the centre of a shell of radius $s_1<d$, put $P=d^2+s_1^2$ and $Q=2ds_1$. With $c$ the cosine of the polar angle,

$$
\frac12\int_{-1}^1\frac{dc}{(P-Qc)^3}
=\frac1{4Q}\left[\frac1{(P-Q)^2}-\frac1{(P+Q)^2}\right]
=\frac{P}{(P^2-Q^2)^2}
=\frac{d^2+s_1^2}{(d^2-s_1^2)^4}.
\tag{16}
$$

The second average, over $d^2=R^2+s_2^2-2Rs_2c$, is done numerically. The result, times $R^6$, multiplies the integrand of (15) to give $-ER^6$. For small shells, (16) is $d^{-6}(1+5s_1^2/d^2+\dots)$, so finite extent strengthens the attraction.

## 9. Two magnesium atoms

The density is that of the free atom in restricted Hartree–Fock theory. The uncontracted Gaussian basis has 17 s exponents and 11 p exponents $0.015\times2.4^k$, and 4 d exponents $0.02\times2.5^k$, each with $k$ starting at 0. The radial integrals use 160 Gauss–Legendre points.

At 3 bohr from the nucleus $n=5.763\times10^{-3}$ bohr$^{-3}$, so $\omega=\sqrt{4\pi n}=0.269$ hartree. At 5 bohr $\omega=0.087$ hartree. The kernel for one element at each radius is $0.269\times0.087/(0.269+0.087)=0.066$ hartree, below the smaller frequency.

Solving (14) numerically gives $r_c=7.14$ bohr, which encloses 11.975 of the 12 electrons. Equation (15) then yields

$$
\alpha_0=\frac{7.14^3}{3}\approx121\ \text{bohr}^3,\qquad
C_6\approx773\ \text{hartree bohr}^6\ (462\ \text{eV Å}^6).
$$

Pairs with both points beyond 2 bohr supply 90% of this $C_6$. The condition $|\nabla\ell|<1$ also fails in most of the core region below about 0.22 bohr. That region is kept here, and dropping it changes $C_6$ by less than 0.1%. With the number 5 in (14) the condition fails between 0.97 and 1.51 bohr as well, and dropping the failing inner regions would lower the tabulated 534 to about 510. The cutoff matters greatly:

| Number in (14) | $r_c$ (bohr) | $C_6$ (hartree bohr$^6$) |
|---|---:|---:|
| 5 | 6.31 | 534 |
| 6 | 7.14 | 773 |
| 7 | 7.83 | 989 |
| no cutoff | – | about 2600 |

For comparison, time-dependent Hartree–Fock theory in the same basis gives $\alpha_0=81.3$ bohr$^3$ and $C_6=762$ hartree bohr$^6$, the latter from $(3/\pi)\int\alpha^2(iu)\,du$. This reference omits correlation within each atom beyond its linear response, and its basis is finite. It is neither exact nor a measurement. Extending the d set to nine exponents $0.008\times2.5^k$ gives $\alpha_0=81.6$ and $C_6=766$, which reduces the difference quoted below from 1.4% to 0.8%. Correlation matters more. With a frozen core in the original basis, full configuration interaction of the two valence electrons lowers the valence $\alpha_0$ from 81 to 74 and the valence $C_6$ from 758 to about 660. Against such a value the local $C_6$ is roughly 15% too large.

The two $C_6$ values differ by 1.4% of the reference, but this does not show that the local model is accurate to that level. Its static polarizability is 49% too large relative to the same reference. The effective frequency $w=4C_6/(3\alpha_0^2)$, defined from these same two quantities, restates the compensation in one number:

$$
w_{\text{local}}=\frac{4\times773}{3\times121.3^2}\approx0.070,\qquad
w_{\text{ref}}=\frac{4\times762}{3\times81.3^2}\approx0.154\ \text{hartree}.
$$

The square of the polarizability is too large by a factor of 2.2, and the frequency is too small by nearly the same factor. Changing the cutoff number by one shifts $C_6$ by about 30%, far more than the apparent error. Model (7) solved without approximation (9), for the same truncated density, gives $\alpha_0=r_c^3\approx364$ bohr$^3$ and $C_6\approx4800$ hartree bohr$^6$, so local depolarization lowers $C_6$ here by a factor of about six. The local values also depend on how the basis describes the tail: a denser s,p basis moves $C_6$ by about 2%.

At $R=20$ bohr the asymptotic formula gives $-C_6/R^6=-1.21\times10^{-5}$ hartree. The double integral with the shell averages gives $-2.75\times10^{-5}$ hartree, 2.28 times as much. Pair distances range down to $20-2\times7.14=5.7$ bohr, and $r^{-6}$ favours those shorter than $R$. The two facing hemispheres supply about three quarters of the energy but only one quarter of $C_6$, while the very closest pairs, below 8 bohr, add only about 2% of the energy. An implementation that replaces (1) by $-C_6/R^6$ at this distance therefore changes the model's energy substantially. The enhancement itself inherits the uncertainty of the cutoff radius. It is a property of the model and not a prediction for real magnesium atoms. Its leading part, the $R^{-8}$ term relative to the $R^{-6}$ term, is 0.62 at 20 bohr in the local model, but 0.17 when computed from the dipole and quadrupole polarizabilities of time-dependent Hartree–Fock theory.
